Choosing the Crank–Nicolson time step for ultrasoft orbitals

**One level: what the time step does**

Take an orbital with a single complex amplitude c(t), an overlap number s > 0 and a real energy number h. In Hartree atomic units, used throughout, it obeys

i s dc/dt = h c.

With ε = h/s the solution is c(t) = exp(−iεt) c(0). The Crank–Nicolson step of length dt replaces it by

(s + i h dt/2) c_new = (s − i h dt/2) c_old.

Divide by s and set y = ε dt/2:

c_new = [(1 − iy)/(1 + iy)] c_old.

Numerator and denominator are complex conjugates, so the factor has modulus one and the amplitude neither grows nor decays, whatever dt is. Its phase follows from 1 ± iy = √(1+y²) exp(±i arctan y):

(1 − iy)/(1 + iy) = exp(−2i arctan y) = exp(−iε̃ dt),

ε̃ = (2/dt) arctan(ε dt/2).

The level behaves as if its energy were ε̃. For ε = −0.966367 hartree and dt = 0.2, y = −0.09664, arctan y = −0.09634 and ε̃ = −0.9634 hartree.

So a perfect norm says nothing about whether the time step is small enough. For this single level, the step must be chosen from the phase error.

**The ultrasoft equation and its conditions**

An ultrasoft orbital ψ is smooth near the nuclei, and the missing charge is restored by augmentation functions Q_ij attached to projectors β_i:

n(r) = |ψ(r)|² + Σ_ij <ψ|β_i> Q_ij(r) <β_j|ψ>.

With q_ij = ∫Q_ij dr, the total charge, counted in electrons, is

∫n dr = ψ†Sψ, S = 1 + Σ_ij |β_i> q_ij <β_j|.

The conserved norm is therefore ψ†Sψ and not ψ†ψ. Making the action ∫ψ†(iS d/dt − H)ψ dt stationary with respect to ψ† gives, for constant S,

i S dψ/dt = H(t) ψ.

Three conditions are assumed: S is Hermitian and positive definite, S does not change in time, and H(t) is Hermitian. A constant S requires fixed ions.

A uniform field E(t) along x gives an electron the potential energy E(t)x. This energy acts on the whole density, so

∫E x n dr = E ψ†Xψ, X = x + Σ_ij |β_i> d_ij <β_j|, d_ij = ∫x Q_ij dr,

and H(t) = H0 + E(t)X. This is the length gauge, suited to finite systems. In the velocity gauge the orbitals are multiplied by a factor exp(iΛ(t)x), and S becomes exp(iΛx) S exp(−iΛx). The factor does not commute with the projectors, so S then changes with Λ(t), and the results below do not apply while Λ varies.

The propagation step is

(S + i H_m dt/2) ψ_new = (S − i H_m dt/2) ψ_old,

where H_m is the Hamiltonian used for that step.

**What is conserved for any time step**

The step can always be solved. If (S + iH_m dt/2)v = 0, multiply by v† and take the real part. Since v†H_m v is real, what remains is v†Sv = 0, and positive definiteness gives v = 0.

For the norm, collect the terms of the step with S on one side:

S(ψ_new − ψ_old) = −i(dt/2) H_m (ψ_new + ψ_old).

Multiply from the left by (ψ_new + ψ_old)†. The right side becomes −i times a real number, so its real part vanishes. The left side is

ψ_new†Sψ_new − ψ_old†Sψ_old + (ψ_old†Sψ_new − ψ_new†Sψ_old).

The bracket is a number minus its complex conjugate, hence imaginary. The real part of the equation is

ψ_new†Sψ_new = ψ_old†Sψ_old.

No expansion in dt was made. The result is exact for an exact solve, even if H_m is a poor approximation, provided it is Hermitian.

Several orbitals must also stay mutually orthogonal. Define φ = S^(1/2)ψ and A = S^(−1/2) H_m S^(−1/2), which is Hermitian. Multiplying the step by S^(−1/2) gives φ_new = Cφ_old with

C = (1 + iA dt/2)⁻¹ (1 − iA dt/2).

The adjoint is C† = (1 + iA dt/2)(1 − iA dt/2)⁻¹. All these factors are functions of A and commute, so C†C = 1. Every overlap ψ_a†Sψ_b = φ_a†φ_b is thus conserved if all orbitals share the same H_m. For constant H, C also commutes with A, so φ†Aφ = ψ†Hψ, the energy expectation value, is conserved too.

In the numerical check, two orbitals were propagated for 20 steps with a new random Hermitian matrix in each step. Even at dt = 10 their overlaps stayed correct to about 2·10⁻¹⁴.

*Guidance.* Do not use the S-norm to judge the time step. A drift of the S-norm reveals a fault, such as a non-Hermitian H, an S that differs between steps or a loose linear solver. A constant S-norm does not prove that such faults are absent: a wrong S used consistently conserves its own norm, and a solver error can change the orbital without changing its norm. Do not renormalize the orbitals, since that hides the drift.

**Setting the solver tolerance**

An iterative solver stops with a residual r:

(S + iH_m dt/2)ψ_new = (S − iH_m dt/2)ψ_old + r.

Repeating the norm argument with r on the right gives the identity

ψ_new†Sψ_new − ψ_old†Sψ_old = Re[(ψ_new + ψ_old)†r].

Define ρ = √(r†S⁻¹r). Writing (ψ_new + ψ_old)†r as the product of S^(1/2)(ψ_new + ψ_old) with S^(−1/2)r, the Cauchy–Schwarz inequality bounds the drift of the squared norm per step by about 2ρ for a normalized orbital.

The orbital itself changes by (1 + iA dt/2)⁻¹S^(−1/2)r in the φ representation. The inverse has eigenvalues of modulus 1/√(1 + a²dt²/4) ≤ 1, with a an eigenvalue of A, so this change is at most ρ. For prescribed H, N steps add at most Nρ to the orbital error. If 10⁴ steps may contribute 10⁻⁶, then ρ = 10⁻¹⁰ is sufficient. This is a worst-case rule, and the actual error may be smaller.

A truncated iteration can drift systematically. Consider

Sψ^(k+1) = (S − iH dt/2)ψ_old − i(dt/2)Hψ^(k), ψ^(0) = ψ_old.

For one level with amplitude 1 the first iterate is (1 − iy) − iy = 1 − 2iy. The second is (1 − iy) − iy(1 − 2iy) = 1 − 2iy − 2y². Its squared modulus is

(1 − 2y²)² + 4y² = 1 + 4y⁴.

The norm grows at every step. In the model described below, two iterations at dt = 0.05 raised the squared S-norm by 1.3·10⁻⁶ in one step, in agreement with the residual identity. The sign of the drift depends on the number of iterations: a third one gives the squared modulus 1 − 4y⁴ + 4y⁶, below one for |y| < 1. The small drift also hides an instability. The highest level of the model has y = 0.80 at dt = 0.05, so with two iterations its squared amplitude grows by a factor of 2.6 per step, and even a tiny admixture takes over within about 100 steps. The iteration itself converges only if |a| dt/2 < 1 for every eigenvalue a of A; in the model it diverges at dt = 0.1.

**Why the error is second order, and when it is not**

Let H(t) be prescribed and smooth, and take H_m at the midpoint t_m of the step. Write φ₊ and φ₋ for the exact solution at t_m ± dt/2, φ_m for its midpoint value, and A_m for A at t_m. Inserted into the step, the exact solution leaves a defect

g = (φ₊ − φ₋) + i(dt/2)A_m(φ₊ + φ₋).

Taylor's formula about t_m gives

φ₊ − φ₋ = dt φ'_m + R₁,
φ₊ + φ₋ = 2φ_m + R₂.

The even terms cancel in the difference and the odd ones in the sum. The equation of motion φ'_m = −iA_mφ_m makes the leading parts of g cancel:

dt φ'_m + i dt A_mφ_m = 0.

There remains g = R₁ + i(dt/2)A_mR₂. Let M₃ be the largest norm of φ''' during the run. Each of the two expansions in R₁ has a remainder of at most M₃(dt/2)³/6, so

‖R₁‖ ≤ 2M₃(dt/2)³/6 = M₃dt³/24.

Let G bound ‖A_mφ''(t)‖ for all times t within the step around t_m. Each expansion in R₂ has a remainder that, after A_m is applied, is at most G(dt/2)²/2. Hence

‖A_mR₂‖ ≤ 2G(dt/2)²/2 = G dt²/4,

‖g‖ ≤ dt³(M₃/24 + G/8).

Subtracting the numerical step from the exact solution's equation gives, for the error e,

e_new = C e_old + (1 + iA_m dt/2)⁻¹ g.

C preserves the norm of the old error and the inverse does not enlarge g, so the defects at most add. After T/dt steps from an exact start,

‖e(T)‖ ≤ T dt²(M₃/24 + G/8).

The error norm is √(δψ†S δψ), where δψ is the error of the orbital. The bound shows what makes a run demanding: occupied components whose energy is large in magnitude, counted from the energy zero in use, and rapidly changing fields. Both can raise M₃ and G. For a stationary state of energy ε, M₃ = G = |ε|³, so a deep level counts as much as a high one.

If H is taken at the start of the step instead, A_m is replaced by A_m − (dt/2)A'_m to leading order. The defect gains −i(dt²/2)A'_mφ_m. Summed over T/dt steps, this is in general an error of first order in dt.

*Guidance.* Use the midpoint field of the pulse. If H depends on the density, its midpoint value must be predicted. The average of H at the start and H built from predicted orbitals at the end differs from the midpoint value by O(dt²), if the predicted orbitals have an error of O(dt²). One trial step with the starting H achieves this. The defect then changes by O(dt³), which is compatible with second order. A full proof for self-consistent H also needs control of how orbital errors feed back into H, which the bound above does not cover.

**A model to put numbers on the rules**

The model is one electron on a line, with the algebra of an ultrasoft calculation but no real atom behind it. The local potential is −1.5 exp[−x²/(2·1.5²)]. Two normalized projectors, proportional to exp[−x²/(2·0.8²)] and to x times that Gaussian, have diagonal q = 0.4 and −0.2, diagonal nonlocal strengths −0.2 and 0.1, and an off-diagonal augmentation dipole of 0.1. Being of opposite parity, the projectors are orthogonal, so S has the eigenvalues 1.4, 0.8 and otherwise 1: it is positive definite. The grid has 119 points with spacing 0.25 bohr and a second-order finite-difference kinetic energy.

The two lowest levels are ε₀ = −0.966367 and ε₁ = −0.501037 hartree. A pulse

E(t) = 0.05 sin²(πt/20) sin(0.5t), 0 ≤ t ≤ 20,

leaves about 5.4% of the population outside the ground state. The reference is a high-order adaptive integration on the same grid, so the errors below are errors of time stepping alone.

With M₃ = 0.9095 and G = 0.9476, evaluated from 401 times along the reference run, the bound is

20(0.9095/24 + 0.9476/8)dt² = 3.127 dt².

The orbital error, relative to an orbital of norm one, is:

dt = 0.2: error 0.0591, bound 0.1251
dt = 0.1: error 0.0148, bound 0.0313
dt = 0.05: error 0.00371, bound 0.00782
dt = 0.025: error 0.000928, bound 0.00195

The last halving reduces the error by 3.999, as second order requires. The difference between runs with starting-point and midpoint H falls by 1.999, as first order requires. At dt = 0.2 this difference is 0.011, well below the midpoint error of 0.059. At dt = 0.025 it is 0.0014 and exceeds the midpoint error of 0.0009. In this error measure a first-order fault can therefore stay hidden at coarse steps and emerge on refinement. What hides it here is a phase common to the whole orbital, discussed below: with that phase removed, the errors at dt = 0.2 are already 0.006 for midpoint H and 0.017 for starting-point H. Not every observable shows the fault. For this pulse, starting-point H amounts to delaying the field by dt/2, so the final excited population keeps its second-order error while the final dipole becomes first order.

At dt = 0.025 the squared S-norm stayed at one to about 6·10⁻¹⁵, while the plain ψ†ψ varied over a range of 0.027. That variation is no fault: charge moves between the smooth part and the augmentation part.

**Phase error and its dependence on the energy zero**

For constant H, expand a general orbital in the solutions of Hu = εSu. Each component repeats the one-level calculation. For |ε|dt/2 < 1, arctan y = y − y³/3 + y⁵/5 − …, and multiplication by 2/dt gives

ε̃ = ε − ε³dt²/12 + ε⁵dt⁴/80 − …

The factors are (2/3)/2³ = 1/12 and (2/5)/2⁵ = 1/80. After a time T the numerical phase minus the exact phase is

(ε − ε̃)T ≈ ε³dt²T/12.

For the model's ground state at dt = 0.2, the measured energy shift is +2.991·10⁻³ hartree. The cubic term gives 3.008·10⁻³, and adding the quintic term gives 2.991·10⁻³.

Over T = 20 this is a phase error of magnitude 0.060, close to the orbital error of 0.059 found for the pulse. Most of that error is indeed a phase of the dominant ground-state component: after the best common phase is removed, 0.006 of the 0.059 remains. A phase common to the whole orbital changes no density, so the orbital error can overstate the error of an observable.

High levels behave differently. Because the arctangent stays below π/2 in magnitude, |ε̃| < π/dt. The highest grid level, at 31.97 hartree, is propagated at dt = 0.2 as if it lay at 12.68 hartree. The step remains stable, but such a component has a wrong phase. This is tolerable if the component has negligible weight in the quantity sought.

**From phase error to a shifted absorption line**

A short field E(t) = κδ(t) acts on the ground state as

ψ(0⁺) = exp(−iκS⁻¹X)ψ(0⁻).

This follows from iS dψ/dt = κδ(t)Xψ, since H0 has no time to act during the kick. Afterwards H is constant, and the dipole ψ†Xψ contains products of components i and a. They oscillate at ω̃ = ε̃_a − ε̃_i instead of ω = ε_a − ε_i > 0.

Set m = (ε_a + ε_i)/2, so that ε_a = m + ω/2 and ε_i = m − ω/2. Then

ε_a³ − ε_i³ = 2[3m²(ω/2) + (ω/2)³] = 3m²ω + ω³/4.

Dividing by 12 and restoring the sign gives the leading shift

ω̃ − ω ≈ −ω dt²(m²/4 + ω²/48).

The sign holds beyond leading order. The slope dε̃/dε = 1/(1 + ε²dt²/4) is positive and is below one except at ε = 0, so 0 < ω̃ < ω. For fixed H the line is shifted to the red.

The term m² depends on where energy is counted from, which has no physical meaning. Replace H by H − μS. If ψ solves the original equation, exp(iμt)ψ solves the new one:

iS d/dt[exp(iμt)ψ] = exp(iμt)(−μS + H)ψ = (H − μS)[exp(iμt)ψ].

The exact orbitals gain only a common phase. The numerical energies change more, because the arctangent now acts on ε − μ, and m in the shift formula becomes m − μ. With μ = m the two levels lie at ±ω/2 and

ω̃ = (4/dt) arctan(ω dt/4) ≈ ω − ω³dt²/48.

The quantity to subtract is μS, not μ times the unit matrix, which would move different levels by different amounts. Lowering the total potential by a constant μ does this correctly if the augmentation charge also feels it: the energy changes by −μ∫n dr = −μψ†Sψ.

In the model ω = 0.465330 hartree (12.662 eV) and m = −0.733702 hartree. These values belong to the grid of 0.25 bohr; halving the spacing raises ω by 0.06 eV, and halving it again by a further 0.015 eV. The shifts below are measured from ω on the same grid. For dt = 0.2 and μ = 0 the formula gives

−0.46533·0.04·(0.13458 + 0.00451) = −2.589·10⁻³ hartree.

The peak of the dipole spectrum is displaced by −2.573·10⁻³ hartree, or −70 meV. With μ = m the displacement is −8.39·10⁻⁵ hartree, or −2.3 meV. The same time step gives an error about 31 times smaller. To leading order this ratio is (m²/4 + ω²/48)/(ω²/48) = 1 + 12m²/ω², so it is set by how far the original energy zero lies from the midpoint of the line; it approaches one when |m| is small compared with ω. Both peak positions are tested against the arctangent formula in the numerical check.

**Choosing the setting**

Let δ be the acceptable magnitude of the line shift. Solving the leading formula for dt gives

dt = √{δ / (ω[(m − μ)²/4 + ω²/48])}.

For δ = 1 meV = 3.675·10⁻⁵ hartree, the model needs

μ = 0: dt = √(3.675·10⁻⁵/0.06472) = 0.0238, or 0.58 as;
μ = m: dt = √(3.675·10⁻⁵/0.002099) = 0.132, or 3.2 as.

The energy shift measured from the propagator at these steps is 1.00 meV in both cases. For this line, centring the energy zero reduces the number of steps by the factor √(1 + 12m²/ω²) = 5.6. The gain holds for the lowest line only. The next five allowed lines of the model, each with an oscillator strength below 0.01, shift by 1.2 to 1.5 meV in the first setting but by 18 to 104 meV in the second. If the first of them must also be held to 1 meV, the best μ gains a factor of 1.9. Centring also need not reduce the cost by the same factor as the number of steps: the condition number of 1 + iA dt/2 can reach √(1 + a_max²dt²/4), where a_max is the largest |a|, so an iterative solve may take longer at a larger step.

A workable procedure is as follows.

1. Place the energy zero between the occupied and empty levels that form the lines of interest. For several lines, choose μ to limit the largest value of ω[(m − μ)²/4 + ω²/48]. One μ cannot centre lines with different m.
2. Compute dt from the most demanding line. If a pulse is present, also make sure that dt resolves its variation.
3. Set the solver tolerance from the number of steps, and monitor the S-norm.
4. Repeat the run with dt/2. If the line follows ω̃(dt) = ω − K dt², with K independent of dt, then 4ω̃(dt/2) − ω̃(dt) = 3ω, so

ω ≈ [4ω̃(dt/2) − ω̃(dt)]/3.

Step 4 matters most for self-consistent calculations. There the induced Hartree and exchange–correlation fields move the resonances away from the differences ε_a − ε_i, and the shift formula, derived for fixed H, serves only as a first estimate of dt. A third time step shows whether the dt² law holds.

**Moving ions**

With moving ions S differs between the start and the end of a step. Using a midpoint matrix S_m in the same formula conserves ψ†S_mψ within that step, whereas the charge is ψ_old†S_oldψ_old before it and ψ_new†S_newψ_new after it. These are different statements, and the equation of motion itself acquires terms from the motion of the projectors. A scheme built for a time-dependent overlap is then needed; reducing dt in the present one does not supply the missing terms.

Computed results

```
grid points: 119  spacing (bohr): 0.25
S eigenvalues, min and max: 0.8000 1.4000
level energies e0, e1 (hartree): -0.966367 -0.501037
highest grid energy (hartree): 31.9688
random H, dt=0.1 a.u.: overlap error 1.4e-15
random H, dt=1 a.u.: overlap error 4.8e-15
random H, dt=10 a.u.: overlap error 2.2e-14
pulse: T=20 a.u., E0=0.05 a.u., frequency=0.5 hartree
M3, G (a.u.): 0.9095 0.9476
dt=0.2 a.u.: error 5.9085e-02, bound 1.2508e-01, left-mid 1.1120e-02
dt=0.1 a.u.: error 1.4834e-02, bound 3.1269e-02, left-mid 5.6136e-03
dt=0.05 a.u.: error 3.7125e-03, bound 7.8174e-03, left-mid 2.8136e-03
dt=0.025 a.u.: error 9.2837e-04, bound 1.9543e-03, left-mid 1.4076e-03
last error ratio, midpoint H: 3.9990
last ratio of left-mid difference: 1.9988
largest S-norm^2 deviation, dt=0.025: 5.6e-15
range of plain psi^+psi in same run: 0.02686
population outside ground state after pulse: 0.05366
two-iteration solve, dt=0.05: S-norm^2 drift 1.2946e-06, from residual 1.2946e-06
dt=0.2 a.u. (4.838 as), pi/dt=15.7080 hartree
ground state: numerical energy -0.963375 hartree
  shift 2.9914e-03, cubic term 3.0082e-03, with quintic 2.9913e-03 hartree
highest state: numerical energy 12.6763 hartree
kick 0.001 a.u., signal length 600 a.u.
exact transition omega: 0.465330 hartree = 12.6623 eV; middle m: -0.733702 hartree
mu=0: peak 0.462757, arctan formula 0.462757 hartree
  shift -2.573e-03, leading formula -2.589e-03 hartree ; shift -70.01 meV
  energy change over the run: -4.5e-13 hartree
mu=m: peak 0.465246, arctan formula 0.465246 hartree
  shift -8.394e-05, leading formula -8.397e-05 hartree ; shift -2.28 meV
  energy change over the run: -1.5e-13 hartree
mu=0: dt for 1 meV error 0.0238 a.u. = 0.576 as, measured error 0.9999 meV
mu=m: dt for 1 meV error 0.1323 a.u. = 3.201 as, measured error 0.9999 meV
```
